# Damped Newton iteration for Poisson balance in gated films with tail states

## The failure to be prevented

Take a 30 nm semiconductor film under a 100 nm gate insulator, start Newton's method from a nearly empty film, and drive the gate 10 V above flat band. The undamped iteration does not settle. Its potential at the gate side jumps between about $+11.1$ V and $-18\,662$ V, and it is still doing so after 100 iterations, although the solution is near $0.004$ V. Where the film is empty, the Jacobian contains almost no electronic response, so the step is far too long. It fills every level of the model, whose band is cut off 1.5 eV above its edge, and full levels do not respond either. The endless cycle needs that cutoff; the overlong first step does not.

The remedy is to treat the equations as the minimum condition of a convex function and to shorten a Newton step until that function decreases enough. For Fermi-occupied levels the safe step length and the final quadratic convergence can be bounded explicitly, independently of the mesh.

## Model and signs

The film occupies $0<x<d$, with the insulator at $x=0$. Charge is counted in elementary charges, length in nm and potential in V, so potentials and energies in eV have equal numerical values. Let $\phi(x)=E_F-E_c(x)$, with $E_F$ constant: the film is in equilibrium. Donors of density $N_D$ are fully ionized; holes, interface charge and quantum confinement are omitted. Poisson's equation is

$$\epsilon\phi''=n(\phi)-N_D .$$

The displacement pointing into the film is $-\epsilon\phi'(0)$. It must equal that in the insulator, and no field leaves the back:

$$-\epsilon\phi'(0)=C_i[V-\phi(0)],\qquad \phi'(d)=0.$$

Here $C_i$ is the insulator capacitance per area. A neutral uniform film has $\phi=\phi_b$, where $n(\phi_b)=N_D$, and needs $V=\phi_b$. Hence $V=\phi_b+u$, where the drive $u$ is the gate voltage measured from flat band.

All states are represented by levels $E_k$, measured from $E_c$, with positive density weights $w_k$:

$$n=\sum_k w_kf_k,\qquad f_k=\frac1{1+e^{(E_k-\phi)/kT}} .$$

The weights come from Gaussian quadrature of two densities of states. The band has $g_c=(2m/\hbar^2)^{3/2}\sqrt E/(2\pi^2)$ for $E>0$, spin included. The tail has $g_t=(N_t/E_t)e^{E/E_t}$ for $E<0$. Tail states are neutral when empty and hold one electron each, without an extra degeneracy factor.

## What the tail does

For an infinitely deep tail put $s=e^{E/E_t}$, $b=kT/E_t$ and $z=e^{-\phi/kT}$. Since $g_t\,dE=N_t\,ds$ and $e^{E/kT}=s^{1/b}$,

$$n_t=N_t\int_0^1\frac{ds}{1+zs^{1/b}}=N_t\,{}_2F_1(1,b;1+b;-z).$$

The second form follows for $z<1$ by expanding the integrand: the terms integrate to $(-z)^l b/(b+l)$, which is the hypergeometric series. Analytic continuation covers larger $z$.

Deep in the gap $z\gg1$. With $v=zs^{1/b}$, $ds=bz^{-b}v^{b-1}dv$, so

$$n_t=N_tbz^{-b}\int_0^z\frac{v^{b-1}}{1+v}dv
\simeq N_te^{\phi/E_t}\frac{\pi b}{\sin\pi b},\qquad b<1,$$

because the integral tends to $\pi/\sin\pi b$ and $z^{-b}=e^{\phi/E_t}$. The trapped charge then grows exponentially with potential on the scale $E_t$, not $kT$.

For a narrow tail, $b>1$, that integral diverges. The Boltzmann factor $e^{(\phi-E)/kT}$ may instead be integrated over the whole tail, giving $n_t\simeq N_te^{\phi/kT}b/(b-1)$. The thermal energy now sets the growth. This too holds only deep in the gap: for $1<b<2$ the relative correction is of order $z^{1-b}$, which fades slowly when $b$ is close to 1.

For the band, expand the Fermi function in powers of $e^{(\phi-E)/kT}$ for $\phi<0$ and use $\int_0^\infty\sqrt E\,e^{-lE/kT}dE=\tfrac{\sqrt\pi}{2}(kT/l)^{3/2}$. The result, continued to $\phi>0$, is

$$n_c=-N_c\,\mathrm{Li}_{3/2}(-e^{\phi/kT}),\qquad N_c=2\left(\frac{mkT}{2\pi\hbar^2}\right)^{3/2}.$$

Tests at five potentials from $-0.4$ to $0.2$ V compare the level sums with these closed forms. The largest relative difference is $8\times10^{-9}$.

## The function that decreases

Define

$$P(\phi)=kT\sum_kw_k\ln\!\left(1+e^{(\phi-E_k)/kT}\right).$$

Differentiation gives

$$P'=n,\qquad P''=\frac1{kT}\sum_kw_kf_k(1-f_k)>0.$$

Now consider

$$F[\phi]=\int_0^d\left[\frac\epsilon2\phi'^2+P(\phi)-N_D\phi\right]dx+\frac{C_i}{2}[\phi(0)-V]^2 .$$

After integrating $\epsilon\phi'\delta\phi'$ by parts,

$$\begin{aligned}\delta F={}&\int_0^d[-\epsilon\phi''+n-N_D]\delta\phi\,dx+\epsilon\phi'(d)\delta\phi(d)\\
&+\{-\epsilon\phi'(0)+C_i[\phi(0)-V]\}\delta\phi(0).\end{aligned}$$

Setting each coefficient to zero gives Poisson's equation and both boundary conditions.

The sign of $F$ needs care. Electrons in levels at $E_k-\phi$ contribute $-P$ to the grand potential, and the fixed donors contribute $+N_D\phi$. Stationarity in $\phi$ reproduces Poisson's equation if the field terms enter as $-\epsilon\phi'^2/2$ and $-C_i[\phi(0)-V]^2/2$. The electrostatic grand-potential functional is therefore $-F$, up to a constant, and has a maximum in $\phi$. The "energy" lowered by the line search is $F$, not the stored energy of the device.

## Discrete equations and Jacobian

Let nodes $j=0,\ldots,N$ have spacings $h_j=x_{j+1}-x_j$, and let $m_j$ be half the sum of the adjacent spacings. The discrete function is

$$F=\sum_{j=0}^{N-1}\frac{\epsilon(\phi_{j+1}-\phi_j)^2}{2h_j}+\sum_{j=0}^Nm_j[P(\phi_j)-N_D\phi_j]+\frac{C_i}{2}(\phi_0-V)^2.$$

Its gradient is

$$\begin{aligned}g_j={}&m_j(n_j-N_D)+\epsilon\frac{\phi_j-\phi_{j-1}}{h_{j-1}}-\epsilon\frac{\phi_{j+1}-\phi_j}{h_j}\\&+\delta_{j0}C_i(\phi_0-V),\end{aligned}$$

with differences to absent nodes dropped. Differentiating again,

$$J_{jj}=m_jP''_j+\frac\epsilon{h_{j-1}}+\frac\epsilon{h_j}+\delta_{j0}C_i,\qquad J_{j,j+1}=J_{j+1,j}=-\frac\epsilon{h_j},$$

again without absent spacings. Write $J=A+\mathrm{diag}(m_jP''_j)$. For any vector $v$,

$$v^TAv=\sum_j\frac{\epsilon(v_{j+1}-v_j)^2}{h_j}+C_iv_0^2 .$$

This vanishes only if $v_0=0$ and all differences vanish, that is, if $v=0$. Thus $J$ is positive definite and $F$ strictly convex. Since $P\ge0$, the quadratic terms dominate the linear donor term at large $|\phi|$. A minimum therefore exists, and it is unique.

The Newton step solves $Jp=-g$, so the initial slope of $F$ along $p$ is

$$g^Tp=-p^TJp\equiv-D<0.$$

## How far a step is safe

Differentiating $P''$ gives

$$P'''=\frac1{(kT)^2}\sum_kw_kf_k(1-f_k)(1-2f_k),\qquad |P'''|\le\frac{P''}{kT}.$$

So $\ln P''$ changes at a rate of at most $1/kT$, and

$$e^{-|a|/kT}P''(\phi)\le P''(\phi+a)\le e^{|a|/kT}P''(\phi).$$

Let $\|p\|=\max_j|p_j|$ and $\delta=\|p\|/kT$. Along the step, $A$ is constant and the electronic part grows at most by $e^{\tau\delta}$. Therefore

$$\frac{d^2}{d\tau^2}F(\phi+\tau p)\le e^{\tau\delta}D .$$

Integrating twice, with initial slope $-D$, gives

$$F(\phi+tp)\le F(\phi)-tD+t^2D\,\frac{e^q-1-q}{q^2},\qquad q=t\delta.$$

The fraction has the series $\sum_{l\ge2}q^{l-2}/l!$, which increases with $q$ and equals $\mathrm e-2$ at $q=1$, where $\mathrm e$ is Euler's number. If $t\le1$ and $t\|p\|\le kT$, then $t^2\le t$ and

$$F(\phi)-F(\phi+tp)\ge(3-\mathrm e)tD\approx0.2817\,tD .$$

The Armijo rule accepts $t$ when $F(\phi+tp)\le F(\phi)-ctD$. Choose $c=0.1<3-\mathrm e$ and try $t=1,\tfrac12,\tfrac14,\ldots$. If an accepted $t$ is below 1, the value $2t$ was rejected, so $2t>kT/\|p\|$. Hence

$$t\ge\min\left(1,\frac{kT}{2\|p\|}\right).$$

This is a lower bound, not a prescription. Longer steps are accepted when $F$ permits them.

## Why the damped phase ends

For any vector $v$, reach node $j$ from the gate and apply the Cauchy–Schwarz inequality:

$$\begin{aligned}|v_j|&\le\frac{\sqrt{C_i}|v_0|}{\sqrt{C_i}}+\sum_l\sqrt{\frac{\epsilon}{h_l}}|v_{l+1}-v_l|\sqrt{\frac{h_l}{\epsilon}}\\
&\le\sqrt{v^TAv}\,\sqrt{\frac1{C_i}+\frac d\epsilon}.\end{aligned}$$

Therefore $D\ge p^TAp\ge C_s\|p\|^2$, with $1/C_s=1/C_i+d/\epsilon$: the insulator and the empty film in series. While $\|p\|>kT/2$, each step lowers $F$ by at least

$$ctD\ge cC_s\min\left(\|p\|^2,\tfrac12kT\|p\|\right)\ge\tfrac14cC_s(kT)^2 .$$

With $F_0$ the starting value and $F_*$ the minimum, there are at most $4(F_0-F_*)/[cC_s(kT)^2]$ such steps. The empty start below has a bound of $6.9\times10^5$ and needs four. The bound proves termination; it does not predict the cost.

## Quadratic convergence without a mesh constant

After a full step the linear terms cancel, because $g+Jp=0$. The new gradient contains the electronic remainder alone:

$$\begin{aligned}|g_j^{\rm new}|&=m_j\left|\int_0^1[P''(\phi_j+\tau p_j)-P''(\phi_j)]p_j\,d\tau\right|\\
&\le m_jP''_j\|p\|\int_0^1(e^{\tau\delta}-1)d\tau
=m_jP''_j\|p\|\frac{e^\delta-1-\delta}{\delta}.\end{aligned}$$

Since $P''_j\le e^\delta P''_{j,\rm new}$, this gives $|g_j^{\rm new}|\le r\,m_jP''_{j,\rm new}$ with

$$r=e^\delta\|p\|\frac{e^\delta-1-\delta}{\delta}.$$

To turn this into a bound on the next step, note that $Jv\ge0$ at every node implies $v\ge0$. Suppose the smallest $v_j$ were negative. Then $(Jv)_j$ would consist of $m_jP''_jv_j<0$, possibly $C_iv_0<0$, and terms $\epsilon(v_j-v_{j\pm1})/h\le0$, a contradiction.

Acting on a vector of ones, $J$ gives $m_jP''_j+\delta_{j0}C_i\ge m_jP''_j$. Hence $J_{\rm new}(r\mathbf1\pm p^{\rm new})\ge0$ at every node, and so $\|p^{\rm new}\|\le r$. Dividing by $kT$,

$$\delta_{\rm new}\le e^\delta(e^\delta-1-\delta)=\frac{\delta^2}{2}+O(\delta^3).$$

The right side is below $\delta$ for $\delta<0.737$. At $\delta=1/2$ it is $0.245$, so once $\|p\|\le kT/2$ the full steps converge, with quadratic shrinkage.

## Algorithm and cost

```
build levels E[k], weights w[k], mesh h[j], m[j]
phi = starting potential
repeat up to the iteration limit:
    evaluate P, n = P', and P'' from the same levels
    assemble F, g and tridiagonal J
    solve J p = -g
    size = max |p|;  D = -g.p;  t = 1
    if size > kT:
        while F(phi + t p) > F(phi) - c t D:
            t = t / 2
    phi = phi + t p
    if size < tolerance: return phi
report failure
```

With $M$ levels, an evaluation costs $O(MN)$ and the tridiagonal solve $O(N)$. Here 230 levels and 241 nodes give 55,430 occupations per evaluation. Each line-search trial costs one evaluation of $P$.

Evaluate $\ln(1+e^y)$ as $\max(y,0)+\ln(1+e^{-|y|})$, and $1-f(y)$ as $f(-y)$, where $f(y)=1/(1+e^{-y})$. For $y<0$ use the equal form $f(y)=e^y/(1+e^y)$. Then no exponential overflows, and small $1-f$ is not lost.

The energy comparison is skipped for $\|p\|\le kT$, where the decrease is already guaranteed. This can matter near the end. Close to the minimum the decrease scales roughly as the square of the step. In the example below, a step of $1.3\times10^{-4}$ V lowers $F$ by about $2\times10^{-9}$ eV/nm². The last step, $8\times10^{-14}$ V, can then lower it only by something of order $10^{-27}$ eV/nm², far below the spacing of double-precision numbers near $F=0.1$, which is about $10^{-17}$. Rounding could then reject a good step.

## Worked example

The round model parameters are relative permittivities 10 for the film and 4 for the insulator, $T=300$ K, band mass $0.3m_e$, $N_D=10^{-4}$ nm$^{-3}$, $N_t=5\times10^{-3}$ nm$^{-3}$ and $E_t=60$ meV. The quadrature ends 1.5 eV above and below the band edge. The mesh is graded toward the gate, $x_j=d\,(e^{4j/N}-1)/(e^4-1)$ with $N=240$ unless stated otherwise, and the step tolerance is $10^{-10}$ V. The mesh errors quoted below belong to this grading; a uniform mesh with the same number of intervals is more than ten times less accurate. Then $kT=0.02585$ eV, $b=0.431$ and $\phi_b=-0.2543$ V, so a 10 V drive means $V=9.7457$ V.

From $\phi=-1$ V throughout the film, the first full step would be 12.18 V at its largest. The search accepts $t=1/16$, then $t=1/4$, and full steps thereafter. The last step sizes show the contraction: $4.30\times10^{-3}$ V gives $\delta=0.166$ and a bound of $0.0173$ on the next value. The next step is $1.27\times10^{-4}$ V, or $\delta=0.0049$. Eight iterations suffice, against seven from the neutral film, and tests confirm that both starts reach the same solution.

The gate charge supplies an arithmetic check. From the insulator,

$$C_i[V-\phi(0)]=2.2105\times10^{-3}(9.7457-0.0041)=0.02153\ \mathrm{nm}^{-2}.$$

From the film, free plus trapped electrons minus donors give

$$0.00370+0.02083-10^{-4}\times30=0.02153\ \mathrm{nm}^{-2}.$$

The free density is $3.7\times10^{11}$ cm$^{-2}$ and the trapped density $2.08\times10^{12}$ cm$^{-2}$. Thus 15% of the electrons are in the band at 10 V, against 0.2% at zero drive.

A separate collocation solution with closed-form densities measures the mesh error. The largest potential difference falls from $1.10\times10^{-4}$ V at 40 intervals to $2.76\times10^{-5}$ V at 80, a ratio of 4.00, as expected for second order. At 240 intervals it is $3\times10^{-6}$ V. All three meshes take seven iterations from the neutral start.

## Capacitance from the same Jacobian

At the minimum $g=0$, so the change of $\phi$ does not contribute to the first derivative of $F_*$:

$$\frac{dF_*}{dV}=\frac{\partial F}{\partial V}=C_i(V-\phi_0)=Q,$$

the gate charge. Differentiating $g(\phi,V)=0$, where $\partial g_0/\partial V=-C_i$, gives

$$J\frac{d\phi}{dV}=C_i\mathbf e_0,\qquad C=\frac{dQ}{dV}=C_i\left(1-\frac{d\phi_0}{dV}\right),$$

with $\mathbf e_0$ the unit vector of the gate node. One extra tridiagonal solve yields the differential capacitance. Tests at 1 V drive compare both derivatives with differences between converged solutions.

At zero drive there is an analytic limit. A small change $\psi$ of the uniform potential obeys $\psi''=\psi/\lambda^2$, with $\lambda^2=\epsilon/P''(\phi_b)$. The deep-tail law gives $P''\simeq N_D/E_t$, hence $\lambda\simeq18.2$ nm. With $\psi'(d)=0$, $\psi\propto\cosh[(d-x)/\lambda]$, and the film capacitance is

$$C_f=-\frac{\epsilon\psi'(0)}{\psi(0)}=\frac\epsilon\lambda\tanh\frac d\lambda\simeq0.0282\ \mathrm{V^{-1}\,nm^{-2}} .$$

In series with the insulator, $C/C_i=1/(1+C_i/C_f)=0.927$, which agrees with the numerical value. At 10 V the ratio rises to 0.989, or $C=0.0350$ µF/cm², because the accumulated film screens more strongly.

## Limits and failure modes

**Undamped cycling.** If $P''$ is negligible and the density is a constant $n_0$, summing the linearized equations over all nodes gives $\phi_0=V+(N_D-n_0)d/C_i$. For an empty film this is $9.746+1.357=11.103$ V, the upper point of the cycle. Full levels produce the huge negative point. This cycle depends on the finite top of the model band: it needs the upper point to lie above every level. If the parabolic band is continued to 12 eV or more, levels near the upper point still respond, and the undamped iteration from the empty start converges, in about fifteen iterations against eight with damping. From the neutral start, undamped Newton converges, in ten iterations.

**Inconsistent tables.** If $P$, $n$ and $P''$ are interpolated separately, $p$ need not be a descent direction for the tabulated $F$, and the search can stall. Interpolate one convex $P$ and differentiate it.

**Loss of convexity.** The proof needs electron density that increases with local potential. Equilibrium holes preserve convexity, since their positive charge decreases with $\phi$. A nonmonotonic density law does not in general. A nonlocal law may keep convexity, as an equilibrium Schrödinger density does, but the tridiagonal Jacobian and the node-by-node bounds derived above then no longer apply as written.

**Low temperature.** The safe step scales as $kT$ and the guaranteed decrease as $(kT)^2$. The quadrature must also resolve a sharper Fermi edge, so the level set needs checking again.

**Physical range.** With the film empty, the donor charge balances a voltage $N_Dd/C_i=1.36$ V across the insulator. The film empties gradually as the negative drive approaches and passes this value; about a third of its electrons remain at $-1$ V. By about $-2$ V its potential follows the gate almost one for one, until omitted holes or slow trap emission matter. In accumulation, the gate-side field at 10 V is $Q/\epsilon=0.039$ V/nm, so a band electron gains $kT$ over about 0.7 nm. Its thermal wavelength, $(2/N_c)^{1/3}$, is about 7.9 nm. The local band density is therefore doubtful near the gate, and the small mesh error measures agreement with this model, not with a real transistor.

The damped iteration history from the empty start and the drive sweep are in the numerical output below.

## Computed values

```
T 300 K, kT 0.025852 eV; eps0 0.055263 e/(V nm)
film 30 nm, eps_r 10; insulator 100 nm, eps_r 4
N_D 1.0e-04, N_t 5.0e-03, N_c 4.1234e-03 nm^-3
tail width 0.060 eV, depth 1.5 eV; mass 0.3 m_e, band top 1.5 eV
levels: tail 150, band 80; Armijo c 0.1; step tolerance 1e-10 V
C_i 2.210540e-03 e/(V nm^2) = 0.03542 uF/cm^2; C_s 1.973696e-03 e/(V nm^2)
neutral potential phi_b -0.254325 V; V at 10 V drive 9.745675 V
largest relative density error 7.9e-09
kT/E_t 0.43087, tail factor 1.38617, deep-tail formula/closed form at -0.3 V 1.000740
gradient error 2.1e-09 e/nm^2; relative Jacobian error 4.7e-07
damped run, empty start: k, F (eV/nm^2), max|p| (V), t, phi(0) before (V)
  0 0.130624995 1.218e+01 0.062500 -1.000000
  1 0.111239704 6.344e-01 0.250000 -0.243644
  2 0.108455425 1.178e-01 1.000000 -0.085042
  3 0.107874504 2.426e-02 1.000000 0.032768
  4 0.107763793 4.300e-03 1.000000 0.008506
  5 0.107761170 1.271e-04 1.000000 0.004207
  6 0.107761168 1.102e-07 1.000000 0.004080
  7 0.107761168 8.446e-14 1.000000 0.004080
damped iterations: neutral 7, empty 8; solutions differ by 3.1e-17 V
undamped: neutral converged True in 10; empty converged False in 100
undamped cycle of phi(0): -18662.037 and 11.103 V
least drop/(t D) at safe step 0.5003; guarantee 0.2817
contraction for delta below 0.7370; bound on damped steps 6.93e+05
mesh 40: error 1.10e-04 V, iterations 7
mesh 80: error 2.76e-05 V, iterations 7
mesh 240: error 3.06e-06 V, iterations 7
error ratio 40/80 intervals 3.998
1 V drive: gate charge 2.079024e-03, from dF/dV 2.079024e-03 e/nm^2
1 V drive: C/C_i 0.950739, from differences 0.950739
drive (V), phi(0) (V), phi(d) (V), free, trapped (nm^-2), C/C_i
 -1.0 -0.35532 -0.30492 5.7271e-07 1.0121e-03 0.84950
  0.0 -0.25433 -0.25433 6.6053e-06 2.9934e-03 0.92727
  1.0 -0.19483 -0.23587 2.3957e-05 5.0551e-03 0.95074
  2.0 -0.15227 -0.22641 6.3125e-05 7.1324e-03 0.96305
  5.0 -0.07068 -0.21439 5.0525e-04 1.3141e-02 0.97960
 10.0 0.00408 -0.20812 3.7048e-03 2.0829e-02 0.98877
10 V: free 3.7048e+11, trapped 2.0829e+12 cm^-2; free share 0.1510
10 V: capacitance 0.03502 uF/cm^2
```
